## Exercise: the exact correlation potential of Hooke's atom

Two electrons in a harmonic trap with $k=\tfrac14$ have, in atomic units,
$$H=\sum_{i=1}^2\Big(-\tfrac12\nabla_i^2+\tfrac18 r_i^2\Big)+\frac1{r_{12}}.$$
The trap frequency is $\omega=\tfrac12$, so $\hbar\omega=13.61$ eV and $k=24.29$ eV/Å$^2$ (1 hartree = 27.2114 eV, 1 bohr = 0.529177 Å). Statements about sign need a zero of energy: every correlation potential is taken to vanish at infinity.

(a) Show that $\Psi=C(1+r_{12}/2)\,e^{-(r_1^2+r_2^2)/4}$ is the singlet ground state and find its density.
(b) Find the exact correlation potential $v_c(r)$ in closed form.
(c) Find $v_c(0)$, the large-$r$ expansion and $v_c$ at 1 Å.
(d) Compare sign and shape with the LDA (PW92) and PBE correlation potentials evaluated on the same exact density.

## Hints

1. Separate centre-of-mass and relative motion.
2. Average $|\mathbf r-\mathbf t|$ over the direction of $\mathbf t$ before the radial integral.
3. One orbital is doubly occupied, so the density fixes it and the Kohn-Sham equation can be solved for the potential.
4. Work with $L=g'/g$, where $g$ is the density with its Gaussian removed.
5. At the centre $\nabla n=0$ but $\nabla^2 n\neq0$.

## Solution

### (a) Ground state and density

With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf s=\mathbf r_1-\mathbf r_2$ one has $\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_s^2$ and $r_1^2+r_2^2=2R^2+s^2/2$, so
$$H=\big[-\tfrac14\nabla_R^2+\tfrac14R^2\big]+\big[-\nabla_s^2+\tfrac1{16}s^2+\tfrac1s\big],\qquad \Psi=Ce^{-R^2/2}fe^{-s^2/8},\quad f=1+\tfrac s2 .$$
Since $\nabla^2e^{-R^2/2}=(R^2-3)e^{-R^2/2}$, the first bracket gives $\tfrac34$. For the second,
$$\nabla^2(fe^{-s^2/8})=\Big[f''+\frac{2f'}s-\frac{sf'}2+\Big(\frac{s^2}{16}-\frac34\Big)f\Big]e^{-s^2/8}.$$
With $f'=\tfrac12$, $f''=0$ the $s^2f/16$ terms cancel and the bracket yields $-\tfrac1s+\tfrac s4+\tfrac34f+\tfrac fs=\tfrac54+\tfrac58s=\tfrac54f$. Hence $E=2$. The function is nodeless, so it is the ground state, and symmetric, so the spin state is the singlet. The norm follows from $\int e^{-R^2}d^3R=\pi^{3/2}$ and $4\pi\int_0^\infty(s^2+s^3+s^4/4)e^{-s^2/4}ds=4\pi(2\sqrt\pi+8+3\sqrt\pi)$, giving $C^{-2}=4\pi^{5/2}(8+5\sqrt\pi)$.

Define $a=\sqrt{\pi/2}$, $\eta=e^{-r^2/2}$ and $F=\int_0^re^{-t^2/2}dt=a\,\mathrm{erf}(r/\sqrt2)$, so that $F'=\eta$, $\eta'=-r\eta$, $F(\infty)=a$. The density is $n=2C^2\eta M$ with $M=\int(1+s+s^2/4)e^{-t^2/2}d^3t$ and $s=|\mathbf r-\mathbf t|$. The Gaussian integrates to $(2\pi)^{3/2}=4\pi a$. The $s^2$ term gives $4\pi a(r^2+3)/4$, because the cross term averages out and $\langle t^2\rangle=3$. The angular average of $s$ is $[(r+t)^3-|r-t|^3]/(6rt)=r_>+r_<^2/(3r_>)$. Partial integration gives, with $\eta_t=e^{-t^2/2}$,
$$\int_0^rt^2\eta_t\,dt=F-r\eta,\quad\int_0^rt^4\eta_t\,dt=3F-(r^3+3r)\eta,\quad\int_r^\infty t\eta_t\,dt=\eta,\quad\int_r^\infty t^3\eta_t\,dt=(r^2+2)\eta .$$
The $s$ term is therefore $4\pi$ times
$$r(F-r\eta)+\frac{3F-(r^3+3r)\eta}{3r}+(r^2+2)\eta+\frac{r^2}3\eta=\Big(r+\frac1r\Big)F+\eta .$$
Thus $M=4\pi g$ and
$$n=A\eta g,\qquad g=\frac a4(7+r^2)+\Big(r+\frac1r\Big)F+\eta,\qquad A=8\pi C^2=\frac2{\pi^{3/2}(8+5\sqrt\pi)} .$$
Differentiation gives $g'=\frac{ar}2+(1-r^{-2})F+\frac\eta r$, where $(r+\frac1r)\eta-r\eta$ left $\frac\eta r$, and $g''=\frac a2+\frac{2F}{r^3}-\frac{2\eta}{r^2}$, where $(1-r^{-2})\eta-\eta-r^{-2}\eta$ left the last term.

### (b) Inversion

The orbital is $\phi=\sqrt{n/2}$ and $v_s=\varepsilon+\nabla^2\phi/(2\phi)$. With $p=\phi'/\phi=(L-r)/2$, the ratio $\nabla^2\phi/\phi$ equals $p'+p^2+2p/r$, so
$$v_s=\varepsilon+\frac{r^2}8-\frac34-\frac{rL}4+\frac{L'}4+\frac{L^2}8+\frac L{2r}.$$
At large $r$, $g\to ar^2/4$ and $rL\to2$, so $v_s-r^2/8\to\varepsilon-\tfrac54$. This must vanish, hence $\varepsilon=\tfrac54$, which is $E(2)-E(1)=2-\tfrac34$. Inserting $L'=g''/g-L^2$,
$$v_{Hxc}=v_s-\frac{r^2}8=\frac12-\frac{rg'}{4g}+\frac{g''}{4g}-\frac{g'^2}{8g^2}+\frac{g'}{2rg}.$$
Exchange couples each electron only to its own density $n/2$, so $E_x=-\iint\frac{n(\mathbf r)n(\mathbf r')}{4|\mathbf r-\mathbf r'|}=-U/2$, with $U$ the Hartree energy. This holds for every two-electron density whose Kohn-Sham state is the single orbital $\sqrt{n/2}$ occupied twice, so $v_x=-v_H/2$ and
$$v_c=v_{Hxc}-\tfrac12v_H .$$
For a spherical density $v_H=4\pi A(I_2/r+I_1)$, $I_1=\int_r^\infty t\eta_tg\,dt$, $I_2=\int_0^rt^2\eta_tg\,dt$. In $I_1$ the polynomial part is $\frac a4[7\eta+(r^2+2)\eta]$. Next $\int_r^\infty\eta_tF\,dt=(a^2-F^2)/2$, and partial integration gives $\int_r^\infty t^2\eta_tF\,dt=rF\eta+(a^2-F^2)/2+\eta^2/2$. The last part is $\int_r^\infty t\eta_t^2dt=\eta^2/2$. In $I_2$ the polynomial part uses the first two integrals above. The antiderivative of $(t^3+t)\eta_t$ is $-(t^2+3)\eta_t$, so the $F$ part is $-(r^2+3)\eta F+\int_0^r(t^2+3)\eta_t^2dt$. With $G=\int_0^re^{-t^2}dt$ and $\int_0^rt^2\eta_t^2dt=(G-r\eta^2)/2$, which occurs twice,
$$I_1=\frac a4(9+r^2)\eta+rF\eta+a^2-F^2+\eta^2,$$
$$I_2=a\Big[\frac52F-\frac{r^3+10r}4\eta\Big]-(r^2+3)\eta F+4G-r\eta^2 .$$

### (c) Centre, tail and a worked value

Near the centre $F=r-r^3/6+\dots$ and $\eta=1-r^2/2+\dots$, so $g=g_0+g_2r^2+\dots$ with $g_0=\frac{7a}4+2=4.193300$ and $g_2=\frac a4+\frac56-\frac12=0.646662$ ($a=1.253314$). Then $g''=g'/r=2g_2$, $I_2/r\to0$ and $I_1(0)=\frac{9a}4+\frac\pi2+1$. With $A=0.0213005$,
$$v_{Hxc}(0)=27.2114\Big(\frac12+\frac{3\times0.646662}{2\times4.193300}\Big)=19.9002\text{ eV},$$
$$\tfrac12v_H(0)=27.2114\times2\pi A\Big(\frac{9a}4+\frac\pi2+1\Big)=19.6322\text{ eV}.$$
Hence $v_c(0)=+0.2680$ eV $=0.009849$ hartree.

At large $r$, up to Gaussian terms, $F=a$, $v_H/2=1/r$ and $g=\frac a4(r^2+4r+7+4/r)$. With $u=1/r$, long division gives
$$L=u\,\frac{2+4u-4u^3}{1+4u+7u^2+4u^3}=2u-4u^2+2u^3+8u^4-30u^5+56u^6+\dots$$
The four terms of $v_s$ that contain $L$, using $d/dr=-u^2d/du$, are
$$-\tfrac14rL=-\tfrac12+u-\tfrac12u^2-2u^3+\tfrac{15}2u^4-14u^5,\qquad\tfrac14L'=-\tfrac12u^2+2u^3-\tfrac32u^4-8u^5,$$
$$\tfrac18L^2=\tfrac12u^2-2u^3+3u^4+2u^5,\qquad\tfrac12uL=u^2-2u^3+u^4+4u^5 .$$
Adding $\tfrac12$ and subtracting $u$,
$$v_c=\frac1{2r^2}-\frac4{r^3}+\frac{10}{r^4}-\frac{16}{r^5}+\dots$$
The potential approaches zero from above, as $3.81$ eV Å$^2/r^2$. The second term equals the first at 8 bohr, so the leading term alone is a good estimate only far beyond that radius.

At $r=1$ Å $=1.889726$ bohr the closed forms give $g=6.333325$, $g'=2.122254$, $g''=0.882336$. The second term of $v_{Hxc}$ is $-27.2114\times1.889726\times2.122254/(4\times6.333325)=-4.3078$ eV, and the five terms sum to
$$13.6057-4.3078+0.9477-0.3819+2.4126=12.2763\text{ eV}.$$
The formulas for $I_1,I_2$ give $v_H/2=13.2210$ eV, so $v_c=-0.9447$ eV.

A scan of the closed form with root bracketing finds two zeros, at 0.244 Å and 2.703 Å. The minimum is $-0.977$ eV $=-0.0359$ hartree at 0.880 Å, and the outer maximum is $+0.055$ eV at 4.31 Å. Quadrature of $4\pi r^2n$ puts 0.035 electrons inside the first zero and 1.99995 inside the second, so almost all the charge sits where $v_c<0$.

### (d) LDA and PBE

**LDA.** With $E_c=\int n\epsilon_c(r_s)\,d^3r$ and $r_s=(3/4\pi n)^{1/3}$, so $n\,dr_s/dn=-r_s/3$,
$$v_c^{LDA}=\epsilon_c-\frac{r_s}3\frac{d\epsilon_c}{dr_s}.$$
The PW92 fit to the uniform gas, used here with the parameters that enter PBE, is an input. It is negative and rises toward zero with $r_s$, so both terms are negative. At low density $\epsilon_c\propto-1/r_s$, so $v_c^{LDA}\to\frac43\epsilon_c\propto-n^{1/3}$, which decays here as $e^{-r^2/6}$ times a power.

**PBE.** Write the energy density as $\mathcal F(n,\sigma)$, $\sigma=|\nabla n|^2$. Then $\delta E=\int[\mathcal F_n\delta n+2\mathcal F_\sigma\nabla n\cdot\nabla\delta n]$, and partial integration gives $v=\mathcal F_n-2\nabla\cdot(\mathcal F_\sigma\nabla n)$. With $\mathcal F_\sigma'=\mathcal F_{n\sigma}n'+2\mathcal F_{\sigma\sigma}n'n''$,
$$v_c^{PBE}=\mathcal F_n-2\big[\mathcal F_\sigma\nabla^2n+\mathcal F_{n\sigma}n'^2+2\mathcal F_{\sigma\sigma}n'^2n''\big].$$
For the unpolarized case $\mathcal F=n(\epsilon_c+\mathcal H)$, with $\tau=\sigma/(4k_s^2n^2)$, $k_s^2=4(3\pi^2n)^{1/3}/\pi$, $\gamma=(1-\ln2)/\pi^2$, $\beta=0.066725$, $B=e^{-\epsilon_c/\gamma}$, $y=\beta\tau/[\gamma(B-1)]$ and
$$\mathcal H=\gamma\ln\Big[1+(B-1)\frac{y(1+y)}{1+y+y^2}\Big].$$
For small $\tau$, $\mathcal H\to\gamma(B-1)y=\beta\tau$, so at the centre $\mathcal F_\sigma=\beta/(4k_s^2n)$, $\mathcal F_n=v_c^{LDA}$ and the terms in $n'^2$ vanish. From $n=n_0[1+(g_2/g_0-\frac12)r^2]$, $\nabla^2n=6n_0(g_2/g_0-\frac12)=-4.4658$ Å$^{-5}$, with $n_0=Ag_0=0.60276$ Å$^{-3}$ and $k_s=2.5075$ Å$^{-1}$. The shift $-\beta\nabla^2n/(2k_s^2n_0)$ is
$$0.066725\times27.2114\times\frac{4.4658}{2\times2.5075^2\times0.60276}=+1.0697\text{ eV},$$
and $v_c^{PBE}(0)=-1.6240+1.0697=-0.5543$ eV. The shift has the direction needed to reach the exact value but does not change the sign.

For the tail, $y(1+y)/(1+y+y^2)=1-1/(1+y+y^2)$ and $\gamma\ln B=-\epsilon_c$ give
$$\epsilon_c+\mathcal H=\gamma\ln\Big[1-\frac{1-1/B}{1+y+y^2}\Big].$$
For large $y$ and $|\epsilon_c|\ll\gamma$ one has $1-1/B\approx|\epsilon_c|/\gamma$ and $y\approx\beta\tau/|\epsilon_c|$, so this is $-|\epsilon_c|^3/(\beta\tau)^2$. With $|\epsilon_c|\propto n^{1/3}$ and $\tau\propto\sigma n^{-7/3}$, $\mathcal F=-cn^{20/3}\sigma^{-2}$, $c>0$. Put $n'=-\lambda n$ with $\lambda\approx r$ varying slowly against $n$. Then $\mathcal F_n=-\frac{20}3cn^{5/3}\lambda^{-4}$, and $2\mathcal F_\sigma n'=-4cn^{5/3}\lambda^{-5}$ has the leading divergence $+\frac{20}3cn^{5/3}\lambda^{-4}$. To leading order $v_c^{PBE}=-\frac{40}3cn^{5/3}\lambda^{-4}$, negative and decaying as $e^{-5r^2/6}$.

The table uses the closed forms for $n,n',n'',v_c$ and analytic derivatives of both functionals from libxc; potentials are in eV.

| $r$ (Å) | exact | LDA | PBE |
|---|---|---|---|
| 0.00 | 0.268 | −1.624 | −0.554 |
| 0.25 | −0.012 | −1.608 | −0.557 |
| 0.50 | −0.568 | −1.558 | −0.634 |
| 0.75 | −0.931 | −1.471 | −0.909 |
| 1.00 | −0.945 | −1.347 | −1.344 |
| 1.25 | −0.742 | −1.189 | −1.203 |
| 1.50 | −0.498 | −1.002 | −0.370 |
| 2.00 | −0.167 | −0.591 | −0.003 |
| 2.50 | −0.028 | −0.248 | −6×10⁻⁶ |
| 3.00 | 0.026 | −0.069 | 0.000 |

Neither approximation has the positive centre or the positive tail. LDA rises throughout, so inside 0.88 Å its slope is opposite to the exact one. PBE is nearly flat at the centre, with a shallow local maximum of $-0.5537$ eV near 0.13 Å, and has a minimum of $-1.424$ eV at 1.102 Å. Its drop from centre to minimum is 0.869 eV against the exact 1.245 eV.

Shape can be measured without reference to the zero of energy. Let $\langle v\rangle=\frac12\int nv\,d^3r$ and $d=v-\langle v\rangle$, evaluated by Gauss-Legendre quadrature. The averages are $-0.730$ (exact), $-1.351$ (LDA) and $-0.916$ eV (PBE). The exact spread $\langle d_{ex}^2\rangle^{1/2}$ is 0.260 eV, which is also the error $\langle(d-d_{ex})^2\rangle^{1/2}$ of a constant potential. That error is 0.309 eV for LDA, worse than a constant, and 0.243 eV for PBE, slightly better. The correlation coefficients $\langle d\,d_{ex}\rangle/\langle d^2\rangle^{1/2}\langle d_{ex}^2\rangle^{1/2}$ are 0.15 and 0.75. The LDA value is positive despite the wrong inner slope; the LDA and exact curves both rise between 0.88 Å and the outer maximum at 4.31 Å. All of this holds for $k=\tfrac14$ on the exact density, not for other $k$ or self-consistent densities.

## Variation 1: which physical terms make $v_c$ positive?

Write $\Psi=\phi(r_1)\Phi(\mathbf r_2|\mathbf r_1)$ with $\int\Phi^2d^3r_2=1$. Differentiating the norm gives $\int\Phi\nabla_1\Phi=0$ and $\int\Phi\nabla_1^2\Phi=-\int|\nabla_1\Phi|^2$. Multiply $H\Psi=2\Psi$ by $\Phi$, integrate over $\mathbf r_2$ and subtract $\frac34\phi$ on both sides. The result is the Kohn-Sham equation with $\varepsilon=\frac54$ and $v_c=v_{hole}+v_{kin}+v_{resp}$, where
$$v_{hole}=\langle r_{12}^{-1}\rangle_\Phi-\tfrac12v_H,\qquad v_{kin}=\tfrac12\int|\nabla_1\Phi|^2,\qquad v_{resp}=\langle h-\tfrac34\rangle_\Phi,$$
and $h$ is the trap Hamiltonian of electron 2. Here $\Phi=f\chi/\sqrt M$, $\chi=e^{-r_2^2/4}$, $h\chi=\frac34\chi$. Then $\chi(h-\frac34)f\chi=-\frac12\nabla_2\cdot(\chi^2\nabla_2f)$, and partial integration with $|\nabla f|=\frac12$ gives $v_{resp}=\frac18\cdot4\pi a/M=a/(8g)$. Also $\nabla_1\Phi=\chi\nabla_1f/\sqrt M-f\chi\nabla M/(2M^{3/2})$, and $\int f\chi^2\nabla_1f=\frac12\nabla M$, so the square integrates to $a/(4g)-L^2/2+L^2/4$ and $v_{kin}=a/(8g)-L^2/8$.

At the centre each is $27.2114\,a/(8g_0)=1.0166$ eV, leaving $v_{hole}=0.2680-2.0332\approx-1.765$ eV. The two non-negative terms outweigh the Coulomb hole. In the tail $v_{resp}=\frac12u^2(1-4u+9u^2)$, subtracting $L^2/8$ gives $v_{kin}=\frac32u^4$, and the remainder is $v_{hole}=-2u^3$ at leading order. The $r^{-2}$ tail is response. Indeed $r_{12}\approx r-z_2$, with $z$ along $\mathbf r_1$, gives $f\propto1-z_2/(r+2)$, and $z_2\chi$ is a $p$ state with the norm of $\chi$ because $\langle z_2^2\rangle=1$. Its weight $1/r^2$ times its cost $\omega=\frac12$ is the tail. The amplitude $1/r$ agrees with the asymptotics of the trap: by the formula in (b), a function $r^\nu e^{-r^2/4}$ has asymptotic energy $\frac34+\frac\nu2$, so the energies $\frac54$ and $\frac34$ left to electron 1 in the two channels give $\nu=1$ and $\nu=0$.

## Variation 2: how does the density change if $v_c$ is switched off?

The self-consistent problem in $r^2/8+v_H/2$ is restricted Hartree-Fock. Iterated finite-difference diagonalization of the radial equation gives $E=55.469$ eV and interaction energy $W=14.012$ eV. The exact values are $E=54.423$ eV and $W=\langle1/s\rangle=12.176$ eV, the latter by quadrature over $f^2e^{-s^2/4}$. Scaling all coordinates gives $E(\kappa)=\kappa^2T+\kappa^{-2}V+\kappa W$, stationary at $\kappa=1$ for both states because a scaled determinant is still a determinant. So $2T-2V+W=0$, and with $T+V+W=E$,
$$V=k\langle r^2\rangle=\tfrac12\big(E-\tfrac12W\big),$$
$\langle r^2\rangle$ being per electron. Without $v_c$, $E$ rises by 1.046 eV and $W/2$ by only 0.918 eV, so the cloud grows: $(55.469-14.012/2)/(2\times24.2934)=0.9975$ Å$^2$ against the exact 0.9948 Å$^2$. The same numerical solution has $n(0)=0.6145$ Å$^{-3}$ against 0.6028, and $0.2102$ Å$^{-3}$ at 0.880 Å against 0.2117. Measured by $\langle r^2\rangle$, correlation does not inflate this density. It lowers the density at the centre, raises it at the minimum of $v_c$ and slightly reduces $\langle r^2\rangle$.

Numbers in the example were calculated in double precision.
